# Why unstrained HgTe is gapless despite its finite Gamma6–Gamma8 separation

**Question.** At the zone centre of HgTe, the s-like level $\Gamma_6$ and the p-like level $\Gamma_8$ are a few tenths of an electronvolt apart. In a semiconductor such as CdTe the corresponding distance is the band gap. Why does it give no gap in unstrained HgTe?

**Answer.** The separation

$$E_0=E(\Gamma_6)-E(\Gamma_8)$$

is a distance between two levels at $\mathbf k=0$. It can be the band gap only if the upper level is empty and the lower one full. In HgTe $E_0$ is negative, and the upper level, $\Gamma_8$, is neither: it has four states and receives two electrons. Cubic symmetry forbids these four states to split.

The argument concerns band electrons in a mean-field crystal potential with spin-orbit coupling and the full zinc-blende symmetry, point group $T_d$. A spontaneous lowering of that symmetry by interactions is excluded.

## The fourfold level

Near the zone centre the relevant p states are $X,Y,Z$, each with two spin directions. Spin-orbit coupling within these six states is $H_{so}=\frac{2\Delta}{3}\,\mathbf L\cdot\mathbf S$, with $\mathbf L,\mathbf S$ in units of $\hbar$ and $l=1$, $s=\frac12$. Since $\mathbf J=\mathbf L+\mathbf S$,

$$\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]=\begin{cases}+\tfrac12,& j=\tfrac32\\ -1,& j=\tfrac12.\end{cases}$$

The four $j=\frac32$ states form $\Gamma_8$ at $+\Delta/3$; the two $j=\frac12$ states form $\Gamma_7$ at $-2\Delta/3$.

A crystal has less symmetry than an atom, so it must be shown that $T_d$ keeps the four states together. A rotation by $\theta$ has the character

$$\chi(\theta)=\sum_{m=-3/2}^{3/2}e^{-im\theta}=2\cos\tfrac{3\theta}{2}+2\cos\tfrac{\theta}{2}.$$

An improper operation is a rotation times inversion, which changes at most the sign of $\chi$. The 24 operations give:

- the identity: $\chi=4$;
- eight rotations by $120^\circ$: $\chi=-2+1=-1$;
- three rotations by $180^\circ$ and six mirrors (inversion times $180^\circ$): $\chi=0$;
- six operations with a $90^\circ$ rotation: $\chi=-\sqrt2+\sqrt2=0$.

Hence

$$\frac1{24}\sum_g|\chi(g)|^2=\frac{16+8}{24}=1 .$$

This average equals $\sum_i n_i^2$, where $n_i$ counts how often irreducible representation $i$ occurs. The value 1 means that the four states form one irreducible set.

Let a cubic perturbation act within this set. It commutes with all the operations, so each of its eigenspaces is mapped into itself by them. An irreducible set contains no smaller space of that kind, so the perturbation is a number times the identity: it shifts $\Gamma_8$ without splitting it. Mixing with other levels changes nothing here. As the perturbation is turned on, the characters of the four states vary continuously but can take only discrete values, so they stay fixed while the level remains separate from the others.

## Counting electrons

Hg contributes two 6s electrons, and Te two 5s and four 5p electrons: eight per cell. The filled Hg 5d shell adds only full bands. From below, the levels at $\mathbf k=0$ fill as follows:

- $E_0>0$: $\Gamma_6$ (Te s) 2, $\Gamma_7$ 2, $\Gamma_8$ 4. The sum is 8, so $\Gamma_8$ is full.
- $E_0<0$, with $\Gamma_7$ also below $\Gamma_8$: $\Gamma_6$ (Te s) 2, $\Gamma_7$ 2, $\Gamma_6$ 2. The sum is 6, and two electrons remain for the four places of $\Gamma_8$.

Number the band energies upward at each $\mathbf k$, counting spin states separately. The gap is

$$E_g=\min_{\mathbf k}E_9(\mathbf k)-\max_{\mathbf k}E_8(\mathbf k),$$

where a negative value means overlap. A minimum is no larger, and a maximum no smaller, than the value at $\mathbf k=0$. In the inverted order states 8 and 9 both belong to $\Gamma_8$ there, so

$$E_g\le E_9(0)-E_8(0)=0 .$$

This is what symmetry and counting prove: the gap cannot be positive. That the bands do not overlap appreciably either depends on their curvatures.

## Where the separation goes

Take $\mathbf k$ along $z$ and measure energy from $\Gamma_8$. The term linear in $k$ couples the s state $S$ to $Z$ with strength $Pk$, and to neither $X$ nor $Y$. Two of the $\Gamma_8$ states are

$$|\tfrac32,\tfrac32\rangle=-\tfrac{1}{\sqrt2}(X+iY)\!\uparrow,\qquad
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,Z\!\uparrow-\tfrac1{\sqrt6}(X+iY)\!\downarrow .$$

The first contains no $Z$ and does not couple to $S$; it belongs to the heavy pair $m=\pm\frac32$. The second couples with strength $\kappa=\sqrt{2/3}\,Pk$; it belongs to the light pair $m=\pm\frac12$. If other levels are neglected, the light state and $S$ obey

$$\det\begin{pmatrix}E_0-E&i\kappa\\-i\kappa&-E\end{pmatrix}=E^2-E_0E-\kappa^2=0,\qquad
E_\pm=\frac{E_0}{2}\pm\sqrt{\frac{E_0^2}{4}+\kappa^2}.$$

These two branches are separated by at least $|E_0|$ for either sign of $E_0$. The heavy pair, however, starts from $\Gamma_8$. For $E_0>0$ that is the lower edge of the interval between the branches; for $E_0<0$ it is the upper edge. Eight electrons fill the deep s pair, the $\Gamma_7$ pair, the heavy pair and the branch $E_-$. The lowest empty energy is $E_+(0)=\max(E_0,0)$. If the heavy pair bends downward, the highest filled energy is 0, and

$$E_g=\max(E_0,0),$$

provided that no other band edge intervenes elsewhere in the zone. At $E_0=0$ the branches become linear, $E_\pm=\pm\sqrt{2/3}\,P|k|$.

For $E_0<0$ and small $k$, the root expands to $\frac{|E_0|}2\left(1+2\kappa^2/E_0^2\right)$, so

$$E_+\simeq\frac{\kappa^2}{|E_0|}=\frac{2P^2}{3|E_0|}k^2 .$$

The $\Gamma_6$ level below pushes the light pair up, and this pair becomes the conduction band. For $E_0>0$ the same coupling pushes it down.

## Numbers for an HgTe-like crystal

The example is a tight-binding model with s and p orbitals on both atoms, nearest-neighbour bonds and spin: 16 states per $\mathbf k$. Its parameters, listed in the numerical output, are round values, except for the cation s energy, which is adjusted to give $E_0=-0.300$ eV. Relative to $\Gamma_8$, the deep $\Gamma_6$ lies at $-10.516$ eV and $\Gamma_7$ at $-1.038$ eV. Six states lie below $\Gamma_8$, leaving $8-6=2$ electrons for its four states.

Twenty random Hermitian perturbations test the role of symmetry. After averaging over the cubic operations, they split $\Gamma_8$ by at most $5\times10^{-15}$ eV, which is rounding error. Without averaging, the median distance between states 8 and 9 is 28.6 meV.

The gap was then computed on a mesh over the zone and on lines near its centre. For $E_0=0.6$, $0.3$ and $0.1$ eV it equals $E_0$; for $-0.1$, $-0.3$ and $-0.6$ eV it is zero to the printed microelectronvolt. Since the samples include $\mathbf k=0$, a positive value was impossible in the last three cases. The additional information is the absence of overlap at the sampled points.

For $E_0=-0.3$ eV the model gives $P=0.8433$ eV nm, and the $\Gamma_6$ contribution to the light curvature is

$$\frac{2(0.8433)^2}{3(0.300)}=1.580\ \text{eV nm}^2 .$$

With all other levels included, the curvatures along [001] are $A_l=+1.579$ and $A_h=-0.0632$ eV nm². From $m^*/m_0=(\hbar^2/2m_0)/|A|$, with $\hbar^2/2m_0=0.0381$ eV nm², the masses are $0.024\,m_0$ for electrons and $0.60\,m_0$ for heavy holes.

## Breaking the symmetry

In-plane strain of a (001) film distinguishes $z$ from $x$ and $y$. Of the eight operations that remain, only the identity has a nonzero character, so the average is $16/8=2$: the level splits into two different doublets, $m=\pm\frac12$ and $m=\pm\frac32$.

For in-plane strain $\epsilon$, zero stress along $z$ requires $2C_{12}\epsilon+C_{11}\epsilon_{zz}=0$. The doublets shift by $\pm\delta$, where

$$\delta=|b|(\epsilon-\epsilon_{zz})=|b|\,\epsilon\left(1+\frac{2C_{12}}{C_{11}}\right).$$

With rough values $b=-1.4$ eV, $C_{12}/C_{11}=0.7$ and $\epsilon=0.3\,\%$, $\delta=1.4\times0.003\times2.4$ eV $=10.08$ meV. Tension raises $m=\pm\frac12$. The model, in which strain enters only as a shift of the p orbitals, gives a splitting of 20.35 meV, close to $2\delta$. The gap is smaller, 7.5 meV.

An isotropic approximation shows why. Let $\Lambda_n=\frac54-J_n^2$, which is $+1$ for $m=\pm\frac12$ along direction $n$ and $-1$ for $m=\pm\frac32$. For $\mathbf k$ along $x$ under tension,

$$H=ak^2+qk^2\Lambda_x+\delta\Lambda_z,\qquad a=\tfrac12(A_l+A_h),\quad q=\tfrac12(A_l-A_h).$$

Because $J^2=\frac{15}4$, $\Lambda_x+\Lambda_y+\Lambda_z=0$. Squaring $\Lambda_y=-(\Lambda_x+\Lambda_z)$ gives $1=2+\Lambda_x\Lambda_z+\Lambda_z\Lambda_x$, so the last two terms sum to $-1$ and

$$E_\pm=ak^2\pm\sqrt{\delta^2-\delta qk^2+q^2k^4}.$$

Put $u=qk^2/\delta$ and $r=a/q=0.923$. The upper band has its minimum $\delta$ at $u=0$, because $r>\frac12$. The lower band is stationary where $r=(u-\frac12)/\sqrt{(u-\frac12)^2+\frac34}$. Inserting this gives its maximum,

$$\delta\left[\frac r2-\frac{\sqrt{3(1-r^2)}}2\right]=0.128\,\delta=1.3\ \text{meV}.$$

For $\mathbf k$ at an angle $\theta$ to $z$, the sum $-1$ above is replaced by $3\cos^2\theta-1$. This enlarges the square root, which lowers the lower band and raises the upper one, so the in-plane directions set the gap. The valence band thus rises away from $\mathbf k=0$, and the gap is $10.1-1.3=8.8$ meV in this approximation, against 7.5 meV in the full model.

Under compression $\delta$ changes sign. Along $z$ the energies are $ak^2\pm|qk^2-|\delta||$, which meet at $qk^2=|\delta|$. The full model gives a least distance of 0.18 meV between bands 8 and 9 on the sampled points. This is only the resolution of the grid: minimizing the distance brings it to rounding level on the $z$ axis at $k=0.1125$ nm⁻¹, so in the model the bands touch. That exact touching on the axis belongs to the model. The linear-in-$k$ term of real HgTe, discussed below, couples $m=\pm\frac32$ to $m=\mp\frac12$ along $z$ and would open a splitting of about $2Ck$ there; what happens off the axis is not computed here. Lower symmetry is therefore necessary for a gap at this filling and order, but it does not guarantee one.

## The real material

The separation, spin-orbit splitting and lattice constant (0.646 nm) are roughly those of HgTe at low temperature. On warming to room temperature $|E_0|$ shrinks to roughly 0.1 eV but keeps its sign, so the argument still holds. The model's heavy mass is probably too large; with a rough $0.4\,m_0$, the isotropic estimate of the strained gap rises from 8.8 to 9.7 meV. A film grown on CdTe, if thin enough not to relax, is under roughly the tension used here, so the assumption of cubic symmetry fails there, and a gap of order 10 meV replaces zero.

HgTe also lacks inversion symmetry, which permits terms linear in $k$ within $\Gamma_8$ that vanish in this model. For an illustrative coefficient $C=1$ meV nm, a heavy band of the form $Ck-|A_h|k^2$ would peak at $k=C/2|A_h|=0.008$ nm⁻¹, with height $C^2/4|A_h|\approx4$ µeV. This understates the effect in HgTe, for two reasons. First, the splitting depends on direction. In the usual form $\frac{2}{\sqrt3}C\left[k_x\{J_x,J_y^2-J_z^2\}+\text{cyclic}\right]$, with $\{A,B\}=\frac12(AB+BA)$, it is absent within the heavy pair along [001] and equals $\pm\sqrt2\,Ck$ along [111]. There the model's heavy curvature is only $0.0285$ eV nm², so the height is $C^2/(2\times0.0285\ \text{eV nm}^2)\approx18$ µeV for $C=1$ meV nm. Second, values quoted for HgTe are nearer 7 to 8 meV nm, and the height grows as $C^2$: $C=7.5$ meV nm gives about 1 meV with the model's curvature, and about half of that with lighter heavy holes. A term of this size also lowers the strained gap by about 2 meV. The touching point thus becomes small hole pockets with an overlap of order 1 meV or somewhat less, and the bound $E_g\le0$ stands.

Temperature matters far more. At 77 K, $k_BT=6.64$ meV. Equal electron and hole densities in parabolic, isotropic bands with the [001] masses require a chemical potential 21 meV above $\Gamma_8$, because the heavy band has many more states. The density is then $6\times10^{16}$ cm⁻³ without doping. At that energy the two-branch formula gives $\kappa^2=E(E+|E_0|)$, which enlarges the enclosed number of electron states by $(1+0.071)^{3/2}\approx1.11$ over the parabolic count. The heavy mass also depends on direction: in the model it is about $1.0\,m_0$ along [110] and $1.3\,m_0$ along [111]. Integrating over the model's full bands, which includes both effects, gives about $8\times10^{16}$ cm⁻³ and a chemical potential of 24 meV. These numbers use the low-temperature separation; with $E_0=-0.26$ eV, roughly its value at 77 K, they become $7\times10^{16}$ cm⁻³ and 25 meV. Since the model's heavy mass is also probably too large, this too is only a rough estimate.

## Calculated quantities

```
lattice constant                 0.646 nm
site energies s_a, p_a, p_c      -9.0, 0.0, 4.5 eV
site energy s_c for E0=-0.3 eV   -2.6457 eV
spin-orbit splitting a, c        1.0, 1.3 eV
bonds ss, sa-pc, sc-pa           -1.0, 1.0, 2.5 eV
bonds pp sigma, pp pi            2.5, -0.5 eV
Zone-centre levels relative to Gamma8:
  lowest Gamma6 (Te s)           -10.516 eV
  Gamma7                         -1.038 eV
  Gamma6 (E0)                    -0.300 eV
valence electrons per cell       8
states below Gamma8              6
Gamma8 states, electrons in it   4, 2
mean |chi|^2, Td and D2d         1.000000, 2.000000
largest cubic random splitting   4.9e-15 eV
median non-cubic 8-9 splitting   28.6 meV
Separation E0 and gap over the sampled zone:
  E0 = +0.600 eV   gap = +0.600000 eV
  E0 = +0.300 eV   gap = +0.300000 eV
  E0 = +0.100 eV   gap = +0.100000 eV
  E0 = -0.100 eV   gap = +0.000000 eV
  E0 = -0.300 eV   gap = +0.000000 eV
  E0 = -0.600 eV   gap = +0.000000 eV
least 8-9 distance, coarse mesh  0.899 eV (no Gamma)
coupling P, inverted             0.8433 eV nm
Gamma6 share, inverted           +1.5803 eV nm^2
Gamma6 share, normal E0=+0.3     -1.6056 eV nm^2
light curvature, inverted        +1.5789 eV nm^2
heavy curvature, inverted        -0.0632 eV nm^2
light curvature, normal          -1.6076 eV nm^2
electron mass [001]              0.0241 m0
heavy-hole mass [001]            0.603 m0
film strain, b, C12/C11 (rough)  0.3 %, -1.4 eV, 0.7
p-orbital strain shift           10.08 meV
Gamma8 splitting, tension        20.35 meV
gap, tension                     7.53 meV
gap on grid, compression         0.029 meV
least 8-9 distance, compression  0.182 meV
k-linear coefficient (rough)     1.0 meV nm
k-linear energy scale            3.96 ueV
k-linear pocket wavevector       0.0079 1/nm
temperature, kT                  77 K, 6.64 meV
chemical potential over Gamma8   21.4 meV
chemical potential / |E0|        0.071
electron density at 77 K         6.01e+16 cm^-3
```
